\section*{Zero-field mobility of a two-dimensional channel from equilibrium Monte Carlo}

\section{The situation}

A carrier in a monolayer channel at room temperature moves at roughly $10^5$ m/s, while a weak source--drain field adds a much smaller drift, about 3 km/s at 1 kV/cm in the example below. A simulation that applies the field and averages the velocity must find this drift under the thermal noise. The noise itself carries the same information: the way a carrier forgets its velocity in equilibrium fixes both its diffusion and its response to a weak field.

The model has one isotropic parabolic band of mass $m$, Boltzmann statistics, quasi-elastic acoustic phonons and dispersionless optical phonons of energy $\hbar\omega$. Both couple through deformation potentials. Mobility $\mu$ is a positive magnitude, the carrier is given charge $+e$, and $D$ is the diffusion constant along one axis. Engineering units are used.

\section{Response and diffusion from one correlation function}

Let $C(t)=\langle v_x(0)v_x(t)\rangle$ in equilibrium, and let a field $F$ along $x$ be switched on at $t=0$. Write the distribution as $f_0+\delta f$, with $f_0\propto e^{-mv^2/2kT}$ and $L$ the collision operator. To first order in $F$,
\begin{equation}
\partial_t\delta f=L\,\delta f-\frac{eF}{m}\frac{\partial f_0}{\partial v_x}
=L\,\delta f+\frac{eF}{kT}v_xf_0 .
\end{equation}
The solution is $\delta f(t)=(eF/kT)\int_0^t e^{Ls}v_xf_0\,ds$. Since $e^{Ls}$ propagates the distribution for a time $s$, averaging $v_x$ over $e^{Ls}v_xf_0$ gives $C(s)$. Hence
\begin{equation}
v_d(t)=\frac{eF}{kT}\int_0^tC(s)\,ds .
\label{drift}
\end{equation}

The displacement is $\Delta x=\int_0^tv_x\,dt'$. In equilibrium the correlation depends on the time difference alone, and a difference $s$ occurs over a length $t-s$, in two orders:
\begin{equation}
\langle\Delta x^2\rangle=2\int_0^t(t-s)C(s)\,ds
\;\longrightarrow\;2Dt-2\int_0^\infty sC(s)\,ds,
\label{msd}
\end{equation}
with $D=\int_0^\infty C\,ds$. Comparison with (\ref{drift}) at long times gives the nondegenerate Einstein relation
\begin{equation}
\mu=eD/kT .
\end{equation}

Converting a simulated $D$ into $\mu$ uses this relation and so cannot test it. Integrating $C$ and measuring the displacement slope check each other as estimators of $D$; the relation itself needs a separate run with a field.

\section{Scattering rates}

For fixed spin and valley, an area $A$ has $Am/(2\pi\hbar^2)$ states per unit energy, independent of energy.

For acoustic phonons of speed $s$, sheet density $\rho$ and potential $\Xi$, the squared matrix element is $\Xi^2\hbar q/(2\rho As)$ times $N_q$ for absorption or $N_q+1$ for emission. When $\hbar sq\ll kT$, both factors are close to $kT/(\hbar sq)$. The wave number cancels, so scattering is isotropic, and the two processes add to $\Xi^2kT/(\rho As^2)$. The golden rule gives
\begin{equation}
\Gamma_{ac}=\frac{2\pi}{\hbar}\,\frac{\Xi^2kT}{\rho As^2}\,\frac{Am}{2\pi\hbar^2}
=\frac{\Xi^2kTm}{\hbar^3\rho s^2}.
\end{equation}

For optical phonons the squared matrix element is $D_0^2\hbar/(2\rho\omega A)$ times the occupation factor, so
\begin{equation}
\Gamma_{ab}=\frac{D_0^2m}{2\hbar^2\rho\omega}N,\qquad
\Gamma_{em}=\frac{D_0^2m}{2\hbar^2\rho\omega}(N+1)\quad(E\ge\hbar\omega),
\end{equation}
where $N=1/(e^x-1)$ and $x=\hbar\omega/kT$. Below $\hbar\omega$ emission has no final state. Because $N/(N+1)=e^{-x}$ and the density of states is constant, upward and downward transitions balance in the Boltzmann distribution.

\section{Closed result for isotropic scattering}

A real collision gives a random direction, so a carrier that has scattered contributes nothing to $C(t)$ on average. The survivors contribute $v_x^2e^{-\Gamma(E)t}$. The angular average of $v_x^2$ is $v^2/2=E/m$, and the energy density is $e^{-E/kT}/kT$. With $u=E/kT$,
\begin{equation}
C(t)=\frac{kT}{m}\int_0^\infty u\,e^{-u}e^{-\Gamma t}\,du .
\end{equation}
The rate has two values, with lifetimes $\tau_1=1/(\Gamma_{ac}+\Gamma_{ab})$ below threshold and $\tau_2=1/(\Gamma_{ac}+\Gamma_{ab}+\Gamma_{em})$ above. The weight above threshold is $w=\int_x^\infty ue^{-u}du=(1+x)e^{-x}$. Therefore
\begin{align}
C(t)&=\frac{kT}{m}\left[(1-w)e^{-t/\tau_1}+we^{-t/\tau_2}\right],\label{C}\\
\mu&=\frac em\left[(1-w)\tau_1+w\tau_2\right].\label{mu}
\end{align}
Since $\int_0^\infty se^{-s/\tau}ds=\tau^2$, the intercept in (\ref{msd}) is $-2(kT/m)[(1-w)\tau_1^2+w\tau_2^2]$.

At low temperature $w\to0$ and $N\to0$, leaving $\mu\to e/(m\Gamma_{ac})\propto1/T$ while the quasi-elastic approximation holds. For $kT\gg\hbar\omega$, $w\to1$ and $\mu\to e\tau_2/m$: nearly all the weight lies above threshold.

\section{Scheme}

Candidate collisions are drawn at the constant rate $\Gamma_0=\Gamma_{ac}+\Gamma_{ab}+\Gamma_{em}$. A candidate is real with probability $\Gamma(E)/\Gamma_0$; otherwise the velocity is kept. The probability of no real collision in time $t$ is
\begin{equation}
\sum_{n=0}^\infty e^{-\Gamma_0t}\frac{(\Gamma_0t)^n}{n!}
\left(1-\frac{\Gamma}{\Gamma_0}\right)^n=e^{-\Gamma t},
\end{equation}
as required. The sampling step $h$ sets when data are stored, not when collisions occur.

\begin{verbatim}
for each batch:
  draw E from exp(-E/kT)/kT and a uniform angle
  r = 0; t_next = exponential(mean 1/G0)
  for each sampling time t_end:
    r += v*h + a*h^2/2;  v += a*h      (a = 0 here)
    while t_next < t_end:
      rest = t_end - t_next
      old = v - a*rest
      choose acoustic, absorption or emission
        with weights G_ac, G_ab, G_em
      if emission and E(old) < hw: new = old
      else: update E, draw a new uniform angle
      r += (new - old)*rest
      v = new + a*rest
      t_next += exponential(mean 1/G0)
    store v and r
  for each time origin:
    accumulate v(0)v(t) and [r(t)-r(0)]^2
integrate C; fit the late slope of the displacement
take standard errors from the spread of batches
\end{verbatim}

The bulk update first assumes no collision. Each event replaces the rest of the flight; the terms in $a\,\mathrm{rest}^2/2$ are equal before and after replacement and cancel in $r$. Displacements thus contain no time-step error, whereas the integral of $C$ has a quadrature error. For $e^{-t/\tau}$ the trapezoidal sum is $(h/2)\coth(h/2\tau)\simeq\tau[1+h^2/(12\tau^2)]$, so the relative excess in $\mu$ is
\begin{equation}
\frac{h^2}{12}\,
\frac{(1-w)/\tau_1+w/\tau_2}{(1-w)\tau_1+w\tau_2}.
\label{trap}
\end{equation}

\section{Energy ladders}

Acoustic collisions preserve $E$, and optical ones change it by $\pm\hbar\omega$. Without a field, $E$ modulo $\hbar\omega$ is conserved. A carrier starting at $r\hbar\omega$, with $0\le r<1$, visits only the energies $(r+n)\hbar\omega$, so its time average in general differs from the thermal average however long it runs.

Set $b=e^{-x}$. Detailed balance gives rung populations $p_n=(1-b)b^n$. The lowest rung has lifetime $\tau_1$, the others $\tau_2$. Since $\langle v_x^2\rangle=E/m$ on each rung,
\begin{align}
\mu(r)&=\frac{e}{m}x\Big[p_0r\tau_1+\tau_2\sum_{n\ge1}p_n(r+n)\Big]\nonumber\\
&=\frac emx\left[(1-b)r\tau_1+b\left(r+\frac1{1-b}\right)\tau_2\right],
\end{align}
using $\sum_{n\ge1}p_n=b$ and $\sum_{n\ge1}np_n=b/(1-b)$. The cure is an ensemble whose initial energies are thermal; it then contains every ladder with its proper weight.

In a real crystal acoustic phonons carry some energy and connect the ladders. This does not invalidate (\ref{C}) if scattering stays isotropic and the total rates are nearly unchanged, because (\ref{C}) depends only on the flight before the first real collision.

\section{Worked example}

The round parameters are $T=300$ K, $m=0.50\,m_e$, $\rho=3.0\times10^{-6}$ kg/m$^2$, $s=7.0$ km/s, $\Xi=5.0$ eV, $D_0=6.0\times10^8$ eV/cm and $\hbar\omega=50$ meV. Then $kT=25.85$ meV, $x=1.934$ and $N=0.169$. The rates are
\[
\Gamma_{ac}=7.02,\quad\Gamma_{ab}=1.40,\quad\Gamma_{em}=9.71\ \mathrm{ps}^{-1}.
\]
An acoustic calculation with true phonon energies and Bose factors gives 7.00 ps$^{-1}$ at $E=kT$, which supports the quasi-elastic rate there. Counting final states in a finite box reproduces $\Gamma_{ab}$ to about 0.1\%.

With $\tau_1=0.1187$ ps, $\tau_2=0.0551$ ps and $w=0.4241$, the bracket in (\ref{mu}) is
\[
0.5759(0.1187)+0.4241(0.0551)=0.0917\ \mathrm{ps}.
\]
Multiplying by $e/m=3518$ cm$^2$/(V\,s\,ps) gives $\mu=322.7$ cm$^2$/Vs, or 0.0323 m$^2$/Vs.

The equilibrium run uses 12 batches of 6000 carriers for 3 ps, with $h=10$ fs, a 1 ps correlation window and 11 time origins. The simulated $C$ at 0, 50, 100 and 200 fs is 9117, 5015, 2900 and 1083 nm$^2$/ps$^2$; formula (\ref{C}) gives 9094, 4994, 2884 and 1074. Each difference is below two standard errors.

The mobility integral reaches 206.8, 277.6, 322.3 and 327.2 cm$^2$/Vs at 0.1, 0.2, 0.5 and 1.0 ps. The estimates are:
\begin{center}
\begin{tabular}{lc}
Method & $\mu$ (cm$^2$/Vs)\\
Integral of $C$ & $327.2\pm1.2$\\
Displacement slope, 0.6--1.0 ps & $324.7\pm1.0$\\
Drift in a weak field & $319.5\pm1.9$\\
Closed formula & 322.7
\end{tabular}
\end{center}

The integral of $C$ lies 1.4\% above the formula, nearly four standard errors. Equation (\ref{trap}) accounts for only 0.1\%, and the omitted tail is smaller and of opposite sign. The rest may be a statistical fluctuation. An error estimated from 12 batches is itself uncertain by about a fifth, and the spread over individual carriers gives about 1.6 instead of 1.2 cm$^2$/Vs, which brings the excess below three standard errors. These data therefore support the implementation at the level of 1--2\%, not at the level of the quoted standard error. The displacement slope uses the same trajectories, so it is not an independent statistical sample; its error from the spread over carriers is about 1.3 rather than 1.0 cm$^2$/Vs.

At 1 ps the mean-square displacement is 1507 nm$^2$ per axis. Dividing by $2t$ and multiplying by $e/kT$ would give 291.5 cm$^2$/Vs, about 10\% below the slope result. The formula's intercept, $-171$ nm$^2$, explains the deficit: the initial flight is ballistic and its delay fades only as $1/t$.

\subsection*{The independent drift response}

Fields of $+1$ and $-1$ kV/cm act on two copies of a thermal ensemble with the same random numbers. Because $\Gamma_0$ does not depend on energy, candidate times coincide and the copies consume random numbers in the same order. Half the difference of their mean velocities, divided by $F$, removes even powers of the field and much of the noise; the odd nonlinear part remains, so the field must still be weak.

With 160\,000 pairs observed from 0.8 to 1.6 ps, the standard error is 1.9 cm$^2$/Vs, against 7.5 for independent runs of the same size. For equal error, pairing saves a factor of about $(7.5/1.9)^2\approx16$ in carriers.

The drift result is 1.0\% below the formula and 2.4\% below the integral of $C$. The latter gap is about three combined standard errors if 1.6 cm$^2$/Vs is taken for the integral, so the Einstein relation is confirmed here only to 2--3\%. The field does 0.51 meV of work per carrier, 2\% of $kT$, yet its effect is not negligible: treating the field as diffusion in energy lowers the mobility averaged over this window by about 0.7\% at 1 kV/cm, 1.6\% at 2 and 3.8\% at 4, and paired runs at 2 and 4 kV/cm give about 317 and 309 cm$^2$/Vs. Most of the 1.0\% deficit is thus a field bias, and in this range the bias grows more slowly than $F^2$. A long run is a different problem: the field moves carriers between ladders, and with strictly elastic acoustic scattering nothing in the model restores their thermal weights. In the same energy-diffusion treatment the steady-state mobility lies about 1.5\% below the formula at both 0.1 and 0.3 kV/cm, a small offset that does not vanish as the field is reduced.

\subsection*{Two ladders}

Carriers started on the lowest rung with $r=0.1$ give $138.9\pm1.4$ cm$^2$/Vs; with $r=0.9$ they give $730.0\pm6.8$. The ladder formula gives 137.9 and 733.9. After 4 ps the fractions above $\hbar\omega$ are 0.142 and 0.145, against $e^{-x}=0.145$. Each ladder has equilibrated internally, yet their mobilities differ fivefold. Proper rung populations alone do not reveal a faulty initial ensemble.

\section{Cost, stability and failure modes}

A carrier has $\Gamma_0t=18.13\times3\approx54$ candidates per run, about $3.9$ million for all 72\,000 carriers. Below threshold $9.71/18.13=54\%$ are self-scattering, the price of a constant rate. Event work grows as carriers times $\Gamma_0t$; correlation work grows as carriers times origins times lags. Storing two components of position and velocity in double precision takes about 58 MB per batch, and batches can be discarded after accumulation.

There is no time-step instability, since free flights are integrated analytically. The limits are statistical and physical:
\begin{itemize}
\item If $\Gamma_0$ is below the true rate anywhere, the acceptance probability exceeds one and the sampling is wrong.
\item A short window truncates $C$; a long one adds noise after the signal has gone. Here the slow part is down by $e^{-8.4}$ at 1 ps.
\item For anisotropic scattering, final angles must follow the differential rate. The estimators remain valid, but (\ref{C}) and (\ref{mu}) do not.
\item The semiclassical picture needs well-defined energies between collisions. Here $\hbar/\tau_1\approx5.5$ meV and $\hbar/\tau_2\approx12$ meV. The latter is nearly half of $kT$, so collisional broadening is a real limitation whose effect on $\mu$ is not calculated.
\end{itemize}

\subsection*{Degenerate carriers}

Diffusion and drift cancel at constant electrochemical potential, which gives $D/\mu=n/(e\,\partial n/\partial E_F)$. For a 2D band $n\propto\ln(1+e^\eta)$, where $\eta=E_F/kT$ is measured from the band edge. Differentiation yields
\begin{equation}
\frac D\mu=\frac{kT}{e}(1+e^{-\eta})\ln(1+e^\eta).
\end{equation}

Pauli blocking also changes the relaxation rate. Let $W$ and $W'$ be the forward and reverse rates between states with equilibrium occupations $f$ and $f'$. Varying $f$ in $Wf(1-f')-W'f'(1-f)$ gives $W(1-f')+W'f'$. Detailed balance, $W'f'=Wf(1-f')/(1-f)$, reduces this to $W(1-f')/(1-f)$. Variations of $f'$ average to zero because the response is odd in velocity and scattering is isotropic.

With fourfold spin--valley degeneracy and unscreened phonon couplings held fixed, $eD/(\mu kT)$ is 1.047 at $10^{12}$ cm$^{-2}$ and 1.533 at $10^{13}$ cm$^{-2}$. The mobilities are 319.6 and 294.7 cm$^2$/Vs. At the higher density the nondegenerate relation would overstate $\mu$ by 53\% even if $D$ were correct.

\section{Beside a real monolayer}

The parameters lie in the rough regime of monolayer MoS$_2$. The couplings are effective constants standing for several phonon branches, so 323 cm$^2$/Vs is a model result, not a prediction for a sample. Measured room-temperature mobilities are often some tens of cm$^2$/Vs or less. One omission that can matter greatly is scattering by charged impurities. With $10^{12}$ cm$^{-2}$ impurities in the carrier plane, equally many carriers and an effective permittivity of 2.5, a screened Born estimate gives 18 cm$^2$/Vs. That corresponds to $\tau\approx0.005$ ps and $\hbar/\tau\approx130$ meV, far above $kT$, so the estimate is outside its own range: it suggests that impurities can dominate, but not what the mobility would be.

Two other effects, each added separately, are smaller than this for the chosen inputs, but the first is still large. A 60 meV substrate phonon, with permittivity falling from 3.9 to 3.0 across the mode and the carriers 0.5 nm away, lowers $\mu$ to about 263 cm$^2$/Vs in an unscreened momentum-loss estimate. That estimate assumes the same relaxation time before and after the collision, which fails here: a carrier that has absorbed 60 meV soon emits it again. Solving the linearized Boltzmann equation with the same coupling, so that each energy has its own response, gives about 167 cm$^2$/Vs. The simple estimate thus misses most of the reduction obtained with this coupling. Even 167 is only indicative: after an absorption the emission rate exceeds 100 ps$^{-1}$, and with the other processes added $\hbar/\tau$ is roughly 85--100 meV, far above $kT$, and the semiclassical picture is again outside its range. Nonparabolicity of 0.5 eV$^{-1}$ gives 296. Six upper valleys of mass $0.6\,m_e$ would hold 7\% of carriers if 0.1 eV higher, but 0.2\% if 0.2 eV higher; these populations do not size the added intervalley scattering. At 400 K, with the couplings unchanged, the original model gives 214.5 cm$^2$/Vs, one third less than at 300 K. Apart from the Boltzmann solution and the emission rate for the substrate phonon, these mobilities and populations are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
inputs: T = 300 K, m = 0.50 m_e, hw = 50 meV
rho = 3.0e-06 kg/m2, s = 7.0 km/s
XI = 5.0 eV, D0 = 6.0e+08 eV/cm
kT = 25.852 meV, hw/kT = 1.9341, N = 0.1690
acoustic rate = 7.022 /ps
acoustic rate, inelastic, at E=kT = 6.997 /ps
absorption rate = 1.403 /ps, by counting = 1.404 /ps
emission rate above threshold = 9.707 /ps
candidate rate = 18.132 /ps
tau1 = 0.1187 ps, tau2 = 0.0551 ps, w = 0.4241
MC: 12 batches x 6000 carriers, 3.0 ps each
sampling step = 10 fs, window = 1.0 ps
time origins per run = 11
C(0 fs) MC = 9116.5 +- 24.1, formula 9093.8 nm2/ps2
C(50 fs) MC = 5014.9 +- 13.6, formula 4994.2 nm2/ps2
C(100 fs) MC = 2899.9 +- 8.4, formula 2884.2 nm2/ps2
C(200 fs) MC = 1082.9 +- 11.2, formula 1073.7 nm2/ps2
running mobility to 0.1 ps = 206.8 cm2/Vs
running mobility to 0.2 ps = 277.6 cm2/Vs
running mobility to 0.5 ps = 322.3 cm2/Vs
running mobility to 1.0 ps = 327.2 cm2/Vs
mu Green-Kubo = 327.2 +- 1.2 cm2/Vs
mu MSD slope 0.6-1.0 ps = 324.7 +- 1.0 cm2/Vs
mu closed formula = 322.7 cm2/Vs
D Green-Kubo = 8.458 cm2/s
MSD(1 ps) per axis = 1507.0 nm2
MSD intercept, formula = -171.0 nm2
mu from MSD/(2t) at 1 ps = 291.5 cm2/Vs
largest ladder residue change = 7.1e-15 hw
ladder 0.1 hw: mu = 138.9 +- 1.4, formula 137.9 cm2/Vs
  fraction above hw = 0.1422, Boltzmann 0.1446
ladder 0.9 hw: mu = 730.0 +- 6.8, formula 733.9 cm2/Vs
  fraction above hw = 0.1454, Boltzmann 0.1446
drift test: F = 1.0 kV/cm, 160000 pairs
drift window = 0.8-1.6 ps
mu drift = 319.5 +- 1.9 cm2/Vs
error with independent runs = 7.5 cm2/Vs
field work per carrier = 0.51 meV
n = 1e12 cm-2: eD/(mu kT) = 1.047, mu = 319.6 cm2/Vs
n = 1e13 cm-2: eD/(mu kT) = 1.533, mu = 294.7 cm2/Vs
impurities 1e+12, carriers 1e+12 cm-2, eps 2.5
  mu with impurities = 18.0 cm2/Vs
remote phonon 60 meV, eps 3.9/3.0, distance 0.5 nm
  mu with remote phonon = 262.8 cm2/Vs
mu nonparabolic, alpha 0.5 /eV = 296.0 cm2/Vs
upper valleys (6, 0.6 m_e) at 0.1 eV: 7.00 %
upper valleys (6, 0.6 m_e) at 0.2 eV: 0.16 %
largest acoustic quantum at E=kT = 5.65 meV
mu at 400 K = 214.5 cm2/Vs
\end{verbatim}
